# Basis-set error of MP2 and the cost of another digit

## Two electrons in a uniform orbital

Put two electrons of opposite spin in a periodic box of volume $\Omega$, both in the constant orbital $\phi=\Omega^{-1/2}$. The basis consists of plane waves. Rydberg units are used: lengths in $a_0$, kinetic energy $-\nabla^2$, repulsion $2/r_{12}$.

In this model each virtual plane wave lies $k^2+\Delta$ above the occupied level, where the constant $\Delta\ge 0$ is a model parameter that imitates the gap of a bound orbital. (The Hartree–Fock levels of the box itself, with the background introduced next, lie $k^2-8\pi/(\Omega k^2)$ above the occupied level; that shift alters the denominators only at relative order $k^{-4}$.) The zero-momentum part of the repulsion is cancelled by a uniform background. Momentum conservation allows only excitations to the pair $(\mathbf k,-\mathbf k)$. Since the Fourier transform of $2/r$ is $8\pi/k^2$, the matrix element is $8\pi/(\Omega k^2)$, and second-order perturbation theory gives

$$E_2=-\sum_{\mathbf k\ne0}\frac{(8\pi/\Omega k^2)^2}{2(k^2+\Delta)}
=-\frac{32\pi^2}{\Omega^2}\sum_{\mathbf k\neq 0}\frac{1}{k^4(k^2+\Delta)} .$$

Keep the plane waves with $k<K$. Each occupies a volume $(2\pi)^3/\Omega$ in momentum space, so

$$N=\frac{\Omega}{(2\pi)^3}\,\frac{4\pi K^3}{3}=\frac{\Omega K^3}{6\pi^2}.$$

The basis error $\varepsilon$, counted positive, is the omitted part of the sum. For $K^2\gg\Delta$ expand $1/(k^2+\Delta)=k^{-2}-\Delta k^{-4}+\dots$ and replace the sum by an integral:

$$\varepsilon=\frac{32\pi^2}{\Omega^2}\frac{\Omega}{8\pi^3}\,4\pi\int_K^\infty\! k^2\left(\frac1{k^6}-\frac{\Delta}{k^8}\right)dk
=\frac{16}{\Omega}\left(\frac{1}{3K^3}-\frac{\Delta}{5K^5}\right).$$

Inserting $\Omega K^3=6\pi^2N$ gives the leading law and its first correction,

$$\varepsilon=\frac{8}{9\pi^2N}\left[1-\gamma N^{-2/3}\right],\qquad
\gamma=\frac{3\Delta}{5}\left(\frac{\Omega}{6\pi^2}\right)^{2/3}.$$

The integral averages over the jumps that occur when a shell of equal $k$ is filled; this smooth correction does not describe those jumps.

The volume has dropped out of the leading term. A larger box dilutes the pair, but it also needs more functions to reach the same $K$. The slow decay comes from the sharp structure at small $r_{12}$. The pair amplitude behaves as $k^{-4}$, which is the transform of a function linear in $r_{12}$: the electron–electron cusp. A smooth orbital basis resolves distances down to about $1/K\propto N^{-1/3}$, and the energy missing from the unresolved region scales as its volume, $1/N$.

## A bound for any doubly occupied orbital

Now let $\phi(\mathbf r)$ be a real, normalized Hartree–Fock orbital, contained in every basis considered. Let $a,b$ be virtual orbitals with energies $e_a,e_b$, and let $e_1$ be the occupied energy. Define

$$S_{ab}=\langle ab|2/r_{12}|\phi\phi\rangle,\qquad D_{ab}=(e_a-e_1)\delta_{ab},\qquad t_{ab}=\frac{S_{ab}}{e_a+e_b-2e_1}.$$

The definition of $t$ is equivalent to $Dt+tD=S$. Since $t$ is symmetric,

$$E_2=-\mathrm{Tr}(tS)=-\mathrm{Tr}(tDt)-\mathrm{Tr}(ttD)=-2\,\mathrm{Tr}(tDt).$$

MP2 in a smaller basis minimizes the second-order functional $J[x]=2\,\mathrm{Tr}(xDx)-2\,\mathrm{Tr}(xS)$ over the symmetric matrices $x$ which that basis can represent. Substituting $S=Dt+tD$ turns the last term into $-4\,\mathrm{Tr}(xDt)$. Completing the square gives

$$J[x]=E_2+2\,\mathrm{Tr}\big[(t-x)D(t-x)\big].$$

The error is therefore twice the squared norm of $D^{1/2}(t-x)$. With $N-1$ virtual functions, $x$ has rank at most $N-1$. The best approximation of a matrix by one of given rank leaves the sum of its remaining squared singular values, and the squared singular values of $D^{1/2}t$ are the eigenvalues $\tau_i$ of $tDt$. In descending order,

$$\varepsilon\ \ge\ 2\sum_{i\ge N}\tau_i .$$

This holds for any choice of the $N-1$ virtual functions.

## The tail of the spectrum

At large $k$, where $\phi$ changes little over a distance $1/k$, a matrix may be replaced by a function of position and momentum. To leading order $S\to 8\pi\phi^2/k^2$ and $D\to k^2$. The equation $Dt+tD=S$ then gives $t\to4\pi\phi^2/k^4$, and hence

$$2tDt\ \to\ \frac{32\pi^2\phi(\mathbf r)^4}{k^6},$$

which is the box result with a local value of $\phi$. One function takes a phase-space volume $(2\pi)^3$. Keeping $k<K(\mathbf r)$ gives

$$N=\int\frac{K^3}{6\pi^2}\,d^3r,\qquad
\text{omitted energy}=\frac{16}{3}\int\frac{\phi^4}{K^3}\,d^3r .$$

The largest eigenvalues belong to the region where $\phi^4/k^6$ exceeds a threshold. Its boundary is $K^3=a\phi^2$ with constant $a$. Normalization of $\phi$ then gives $N=a/(6\pi^2)$ and omitted energy $16/(3a)$, so that at leading order

$$\varepsilon\ \ge\ \frac{8}{9\pi^2N}\ \text{Ry}=\frac{0.0901}{N}\ \text{Ry}=\frac{1.23}{N}\ \text{eV}.$$

The shape of the orbital has dropped out.

An upper bound of the same power comes from natural orbitals, the eigenvectors of $t$. Keep those with the largest amplitudes and take for $x$ the retained part of $t$. This $x$ is the minimum of $J$ in that space: if the columns of $Q$ are the kept eigenvectors, $tQ=Q\Lambda$, then projecting $Dt+tD=S$ gives $Q^TSQ=(Q^TDQ)\Lambda+\Lambda(Q^TDQ)$, which is the amplitude equation of the smaller basis. The error of this basis is therefore $2\,\mathrm{Tr}[(t-x)D(t-x)]$ itself, and the error $\varepsilon$ of the best basis is no larger. The boundary is now a contour of $\phi^2/k^4$, hence $K^3=a\phi^{3/2}$ (here and in $F$ below, $\phi$ is to be read as $|\phi|$ if the orbital has a node), and

$$N=\frac{a}{6\pi^2}\int\phi^{3/2}d^3r,\qquad
\varepsilon\le\frac{16}{3a}\int\phi^{5/2}d^3r .$$

Multiplying the two relations gives

$$\varepsilon\le\frac{8}{9\pi^2N}\,F,\qquad F=\int\phi^{3/2}d^3r\int\phi^{5/2}d^3r .$$

For the helium orbital $F=1.24$. The error of the best basis thus lies between two multiples of $1/N$: no choice of orbitals improves the power, and a good choice attains it. Whether the best basis reaches the lower coefficient itself is neither derived nor tested here. For helium, natural-orbital shells chosen by energy gain, with MP2 recomputed, give $N\varepsilon=0.1089$ Ry at $N=1003$ (the grid error described next affects this by about 0.0001 Ry), 21% above the lower bound at that size.

The numerical check tests both coefficients for helium at $N=10\,000$, to 10%. The lower bound times $N$ is 0.0893 Ry, against 0.0901 Ry predicted. The amplitude ranking gives 0.1110 Ry, against $0.09006\times1.2447=0.1121$ Ry. The computed lower bound does not approach the limit steadily: at $N=1003$ it agrees with the prediction to 0.1%, at $N=10\,000$ to 0.9%. The latter miss is only $8\times10^{-8}$ Ry in energy and comes from the finite radial grid: on a finer grid, with the same estimated contribution of $4.9\times10^{-7}$ Ry from $l>60$, the values at $N=10\,000$ become 0.0902 Ry for the bound and 0.1119 Ry for the amplitude ranking. These data support the leading coefficient to about one per cent, but they do not establish the form of the correction for helium.

## Why the basis must grow in balance

Suppose that all radial functions are kept, but angular momenta only up to $L$. There are $(L+1)^2$ angular functions with $l\le L$. On a sphere of radius $r$, tangential momenta below $\kappa$ fill the phase-space volume $4\pi r^2\,\pi\kappa^2$, which holds $4\pi^2r^2\kappa^2/(2\pi)^2=r^2\kappa^2$ functions. The truncation therefore removes tangential momenta $k_\perp>(L+1)/r$ and nothing else. Two integrals are needed:

$$\int_{-\infty}^{\infty}\frac{dk_r}{(k_\perp^2+k_r^2)^3}=\frac{3\pi}{8k_\perp^5},\qquad
\int_{\kappa}^{\infty}2\pi k_\perp\frac{3\pi}{8k_\perp^5}\,dk_\perp=\frac{\pi^2}{4\kappa^3}.$$

With $\kappa=(L+1)/r$ and the prefactor $32\pi^2\phi^4/(2\pi)^3=4\phi^4/\pi$, the error for a spherical orbital is

$$\varepsilon_L=\int\frac{\pi\phi^4r^3}{(L+1)^3}\,d^3r=\frac{A}{3(L+1)^3},\qquad A=12\pi^2\int_0^\infty r^5\phi^4\,dr .$$

For helium $A=0.332$ Ry. At $L=10$ the formula gives $8.30\times10^{-5}$ Ry and the direct calculation $8.16\times10^{-5}$ Ry ($8.17\times10^{-5}$ Ry on a finer radial grid). Adding radial functions at fixed $L$ cannot remove this error, and the $1/N$ law then fails. If the number of radial functions grows in proportion to $L$, then $N\propto L^3$, and the two statements agree in the power $1/N$, though the coefficient need not be the optimal one.

## Several electrons and several atoms

For an opposite-spin pair in orbitals $\phi_i,\phi_j$, the same argument replaces $\phi^4$ by $\phi_i^2\phi_j^2$. Summed over such pairs, this is $n(\mathbf r)$, the product of the two spin densities: the Hartree–Fock (uncorrelated) density for finding opposite spins at one point. Let $N$ now be the number of functions per atom, and enlarge all atomic bases together so that $K^3=N g(\mathbf r)$ with fixed $g$. The phase-space estimate of the opposite-spin part is then

$$\text{omitted energy}=\frac{16}{3N}\int\frac{n(\mathbf r)}{g(\mathbf r)}\,d^3r .$$

In this estimate the power $1/N$ remains, while the coefficient depends on the molecule and on how the functions are distributed. It is not the exact error of a given basis: the estimate neglects the coupling between kept and omitted functions, and it presupposes that the basis also describes the cusps at the nuclei.

For parallel spins, direct and exchange terms cancel at $r_{12}=0$. The source then begins one order higher in $r_{12}$ and falls as $k^{-3}$ instead of $k^{-2}$. Division by $2k^2$ gives an amplitude $\propto k^{-5}$ and an energy $\propto k^{-8}$. The omitted part scales as $\int_K^\infty k^2k^{-8}dk\propto K^{-5}\propto N^{-5/3}$. This is again a correction of relative order $N^{-2/3}$, here with positive sign.

Frozen-core MP2 energies of neon in three Gaussian bases, with 30, 55 and 91 functions, correspond to an effective power $N^{-1.17}$ when power, coefficient and limit are all fitted to the three energies. This exponent is only a rough measure: the bases with 14, 30 and 55 functions give 1.10, and the limit implied by the fit, $-0.644$ Ry, lies below the explicitly correlated value of about $-0.640$ Ry, relative to which the local powers are about 1.2 to 1.3. Fitted separately, the opposite-spin part gives $N^{-1.09}$ and the parallel-spin part $N^{-1.68}$, close to $N^{-5/3}$; within this fit the parallel-spin part accounts for about half of the excess over $N^{-1}$. The opposite-spin energy also contains a triplet component, equal to half the parallel-spin energy; removing it leaves $N^{-1.05}$.

## Cost of one digit

Keep the molecule fixed. For one atom, counting permutation symmetry only and making no use of spatial symmetry, there are $M=N(N+1)/2$ distinct orbital products and $M(M+1)/2$ distinct integrals:

$$I(N)=\frac{N(N+1)(N^2+N+2)}{8}=\frac{N^4}{8}\left(1+\frac2N+\dots\right).$$

The first step of the MP2 integral transformation also scales as $N^4$ when the number of occupied orbitals is fixed. With $\varepsilon\propto1/N$, a tenfold smaller error needs $10N$ functions, and the integral count grows by

$$\frac{I(10N)}{I(N)}\simeq10^4\,\frac{1+0.2/N}{1+2/N}\simeq10^4\left(1-\frac{1.8}{N}\right).$$

From $N=100$ to $1000$ this gives 9820, in agreement with the direct count.

The error law has a correction too. In the box model, let $N'$ be the size that reduces the error tenfold:

$$10=\frac{N'}{N}\,\frac{1-\gamma N^{-2/3}}{1-\gamma N'^{-2/3}} .$$

Setting $N'=10N$ inside the small terms gives

$$\frac{N'}{N}\simeq10\left[1+\gamma N^{-2/3}(1-10^{-2/3})\right]=10\left[1+0.785\,\gamma N^{-2/3}\right].$$

The fourth power multiplies the relative correction by four, so the cost factor is

$$10^4\left[1+3.14\,\gamma N^{-2/3}-\frac{1.8}{N}\right].$$

The factor $10^4$ is thus a limit for large $N$. It also presupposes fourth-power cost and a basis of orbital products. Methods that factorize the integrals change the first premise; pair functions containing $r_{12}$ explicitly change the second.

## Helium in practical bases

The near-complete-basis MP2 correlation energy of helium is $-0.074755$ Ry, or $-1.017$ eV. It leaves out higher-order correlation, relativity and nuclear motion. Errors relative to this limit are:

| Basis | $N$ | Error / Ry | $N\times$ error / Ry |
|---|---:|---:|---:|
| cc-pVDZ | 5 | 0.02310 | 0.115 |
| cc-pVTZ | 14 | 0.00848 | 0.119 |
| cc-pVQZ | 30 | 0.00380 | 0.114 |
| cc-pV5Z | 55 | 0.00194 | 0.107 |

The error falls twelvefold while the largest product exceeds the smallest by about 11%. From cc-pVTZ to cc-pV5Z the error falls by $0.00848/0.00194=4.37$, and the integral count grows from 5565 to 1,186,570, a factor of 213. The growth per digit is

$$10^{\log_{10}213/\log_{10}4.37}\approx4.3\times10^3 .$$

This is below $10^4$ because $N$ is small and the error here falls somewhat faster than $1/N$.

If $E(N)=E_\infty+B/N$, then $NE(N)=NE_\infty+B$, and subtracting two such equations eliminates $B$. The two largest bases give

$$E_\infty\approx\frac{55(-0.072813)-30(-0.070956)}{55-30}=-0.07504\ \text{Ry}.$$

This lies 0.00029 Ry below the limit, while the cc-pV5Z energy lies 0.00194 Ry above it. The overshoot equals the change in $N\varepsilon$ divided by the change in $N$: $(0.1068-0.1140)/25=-0.00029$ Ry. It measures the departure from the pure $1/N$ law between these two bases.

## Table of computed values

```
He Hartree-Fock energy, radial grid: -5.723360 Ry
He 1s orbital energy: -1.835911 Ry
He MP2 correlation limit: -0.074755 Ry = -1.0171 eV
part of limit from l > 60: -4.87e-07 Ry
partial-wave coefficient A: 0.33157 Ry
MP2 increment l=0: -0.026996 Ry
MP2 increment l=1: -0.037960 Ry
MP2 increment l=2: -0.006388 Ry
MP2 increment l=3: -0.001867 Ry
increment / asymptotic law at l=4: 0.8958
increment / asymptotic law at l=10: 0.9775
increment / asymptotic law at l=20: 0.9929
error with l <= 10: 8.159e-05 Ry, law 8.304e-05 Ry
optimal-basis law, N*error: 0.09006 Ry = 1.2254 eV
N*lower bound at N=10000: 0.08925 Ry
amplitude-ranking factor, predicted: 1.2447
amplitude ranking, N*error at N=10000: 0.11097 Ry
natural orbitals N=30: error 3.360e-03 Ry, N*error 0.10080 Ry
   N*lower bound 0.08737 Ry
natural orbitals N=100: error 1.065e-03 Ry, N*error 0.10654 Ry
   N*lower bound 0.09127 Ry
natural orbitals N=306: error 3.538e-04 Ry, N*error 0.10826 Ry
   N*lower bound 0.09087 Ry
natural orbitals N=1003: error 1.086e-04 Ry, N*error 0.10888 Ry
   N*lower bound 0.08998 Ry
radial functions added per l at N near 100: 6 6 5 3 2 1
fitted power of 1/N, N near 100 to 1000: 0.991
He cc-pvdz: N=5, MP2 -0.051657 Ry, error 0.023098 Ry
   N*error 0.11549 Ry, distinct integrals 120
He cc-pvtz: N=14, MP2 -0.066275 Ry, error 0.008480 Ry
   N*error 0.11872 Ry, distinct integrals 5565
He cc-pvqz: N=30, MP2 -0.070956 Ry, error 0.003799 Ry
   N*error 0.11397 Ry, distinct integrals 108345
He cc-pv5z: N=55, MP2 -0.072813 Ry, error 0.001942 Ry
   N*error 0.10680 Ry, distinct integrals 1186570
He 1/N extrapolation QZ-5Z: -0.075041 Ry
extrapolation minus limit: -0.000287 Ry
Ne cc-pvtz: N=30, frozen-core MP2 -0.528646 Ry
Ne cc-pvqz: N=55, frozen-core MP2 -0.587145 Ry
Ne cc-pv5z: N=91, frozen-core MP2 -0.612333 Ry
Ne power of 1/N from three energies: 1.173
integral ratio N=1000 to N=100: 9820.7
He integral growth per digit, TZ to 5Z: 4343
optimal N for error 1e-03 Ry: 90
optimal N for error 1e-04 Ry: 901
```
